# Phonon-assisted absorption with frozen and with quantum nuclei: test program

```python
"""
Result under test: at lowest order in electron-phonon coupling, indirect absorption is
   quantum phonons : n |S(-W)|^2 J(E+W) + (n+1) |S(+W)|^2 J(E-W)
   Williams-Lax    : (2n+1) |S(0)|^2 J(E)      (average over fixed nuclei)
E = photon energy minus gap, W = phonon energy, n = thermal phonon number,
S = virtual-state amplitude, J = joint density of electron-hole pairs (~E^2).
Levels: v (valence top) and m (upper conduction) at one crystal momentum,
u (lower valence) and c (conduction bottom) at the other.
Light couples v-m and u-c; the phonon coordinate x = a + a^dagger couples m-c and u-v.
Energies are in eV unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

KB = sc.k / sc.e
HC_EV_NM = sc.h * sc.c / sc.e * 1e9


def occupation(W, T):
    return 1.0 / np.expm1(W / (KB * T))


# ---------- model parameters (round, rough regime of silicon) ----------
gap, W_TO, W_TA = 1.12, 0.060, 0.020
e_u, e_v, e_c, e_m = -2.90, 0.0, gap, 3.40
g1, g2, p1, p2 = 0.004, 0.003, 1.0, 0.6


def amplitude(w):
    """Virtual-state amplitude; w=+W emission, w=-W absorption, w=0 frozen nuclei."""
    return p1 * g1 / (e_c + w - e_m) + p2 * g2 / (e_v - w - e_u)


# ---------- thermal oscillator: distribution, correlation, moments ----------
def oscillator_checks(W, T, size=120):
    n = occupation(W, T)
    levels = np.arange(size)
    rho = np.exp(-W * levels / (KB * T))
    rho /= rho.sum()
    a = np.diag(np.sqrt(levels[1:]), 1)
    x = a + a.T
    xe, xv = np.linalg.eigh(x)
    prob = (rho[:, None] * xv**2).sum(axis=0)
    for s in (0.3, 0.8):
        assert abs(prob @ np.cos(s * xe) - np.exp(-s**2 * (2*n + 1) / 2)) < 1e-8
    shift = W * (levels[:, None] - levels[None, :])   # final minus initial energy
    strength = x**2 * rho[None, :]
    t = 10.0
    corr = (strength * np.exp(-1j * shift * t)).sum()
    assert abs(corr - (n*np.exp(1j*W*t) + (n+1)*np.exp(-1j*W*t))) < 1e-8
    total = strength.sum()
    centroid = (strength * shift).sum() / total
    square = (strength * shift**2).sum() / total
    assert abs(total - (2*n + 1)) < 1e-8
    assert abs(centroid - W / (2*n + 1)) < 1e-9
    assert abs(square - W**2) < 1e-9
    return total, centroid


# ---------- two electrons in four levels, built from fermion operators ----------
lower, sign, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
ann = []
for i in range(4):                       # order u, v, c, m
    op = np.eye(1)
    for j in range(4):
        op = np.kron(op, sign if j < i else (lower if j == i else one))
    ann.append(op)
U_, V_, C_, M_ = ann
two = np.where(np.isclose(np.diag(sum(o.T @ o for o in ann)), 2))[0]


def restrict(op):
    return op[np.ix_(two, two)]


def hop(a, b):
    return restrict(a.T @ b + b.T @ a)


H0 = restrict(sum(e * o.T @ o for e, o in zip((e_u, e_v, e_c, e_m), ann)))
COUPLING = g1 * hop(C_, M_) + g2 * hop(U_, V_)
LIGHT = p1 * hop(M_, V_) + p2 * hop(C_, U_)
ground = np.diag(restrict(U_.T @ U_ @ V_.T @ V_)).copy()
E_ground = ground @ H0 @ ground
assert np.allclose(COUPLING @ ground, 0)     # filled valence levels: nuclei undisplaced


def quantum_lines(W, T, size=30):
    """Absorption and emission line weights from full diagonalization."""
    levels = np.arange(size)
    a = np.diag(np.sqrt(levels[1:]), 1)
    H = (np.kron(H0, np.eye(size)) + np.kron(np.eye(len(two)), np.diag(W * levels))
         + np.kron(COUPLING, a + a.T))
    E, vec = np.linalg.eigh(H)
    amp = vec.T @ np.kron((LIGHT @ ground)[:, None], np.eye(size))
    rho = np.exp(-W * levels / (KB * T))
    rho /= rho.sum()
    weight = rho * amp**2
    photon = E[:, None] - E_ground - W * levels[None, :]

    def window(center):
        return weight[np.abs(photon - center) < 0.15 * W].sum()
    return window(gap - W), window(gap), window(gap + W)


def frozen_line(W, T):
    """Fixed-nuclei spectrum near the gap, averaged over the thermal Gaussian."""
    n = occupation(W, T)
    # 12 nodes integrate polynomials up to degree 23, ample for weak coupling
    nodes, wts = np.polynomial.hermite_e.hermegauss(12)
    wts = wts / wts.sum()
    weight = mean_gap = 0.0
    largest = 0.0
    for t, w in zip(nodes, wts):
        E, vec = np.linalg.eigh(H0 + COUPLING * t * np.sqrt(2*n + 1))
        k = np.argmin(np.abs(E - E_ground - gap))
        weight += w * (vec[:, k] @ LIGHT @ ground)**2
        mean_gap += w * (E[k] - E_ground)
        largest = max(largest, abs(E[k] - E_ground - gap))
    assert largest < 0.02 * W        # one line at the gap, nothing at gap +- W
    return weight, mean_gap - gap


S0 = amplitude(0.0)
step = 1e-4
eta = (amplitude(step) - amplitude(-step)) / (2 * step * S0)
# excited-state energy contains -soft*x^2: it shifts the gap and softens the phonon
soft = g1**2 / (e_m - e_c) + g2**2 / (e_v - e_u)
print("FOUR-LEVEL MODEL, one mode of 60 meV")
print(f"levels u,v,c,m: {e_u:.2f} {e_v:.2f} {e_c:.2f} {e_m:.2f} eV")
print(f"g1={g1*1e3:.1f} meV g2={g2*1e3:.1f} meV p1={p1:.1f} p2={p2:.1f} (relative)")
print(f"S(0)={S0:.5e}  S(+W)={amplitude(W_TO):.5e}  S(-W)={amplitude(-W_TO):.5e}")
print(f"eta = {eta:.4f} 1/eV")
for T in (300.0, 900.0):
    n = occupation(W_TO, T)
    total, centroid = oscillator_checks(W_TO, T)
    w_abs, w_mid, w_emi = quantum_lines(W_TO, T)
    w_frozen, shift = frozen_line(W_TO, T)
    # phonon softening is included; what remains is of relative order
    # (g/denominator)^2 times thermal factors, about 1e-4 at most
    rest_abs = w_abs / (n * amplitude(-W_TO)**2) - 1
    rest_emi = w_emi / ((n + 1) * amplitude(W_TO)**2) - 1
    assert abs(rest_abs - 2 * soft * (n + 1) / W_TO) < 3e-4
    assert abs(rest_emi + 2 * soft * n / W_TO) < 3e-4
    # the remaining terms nearly cancel in the difference, which isolates softening
    soft_formula = 2 * soft * (2*n + 1) / W_TO
    assert abs((rest_abs - rest_emi) / soft_formula - 1) < 0.2
    assert w_mid < 1e-6 * (w_abs + w_emi)
    assert abs(w_frozen / ((2*n + 1) * S0**2) - 1) < 3e-4
    assert abs(shift / (-soft * (2*n + 1)) - 1) < 1e-3
    excess = (w_abs + w_emi) / w_frozen - 1
    # first-order formula in W; the next order is about W^2 / eV^2
    assert abs(excess - 2 * eta * W_TO / (2*n + 1)) < W_TO**2
    print(f"T={T:.0f} K: n={n:.4f}, <x^2>=2n+1={total:.4f}")
    print(f"  quantum weights/S(0)^2: absorb {w_abs/S0**2:.4f}, emit {w_emi/S0**2:.4f}")
    print(f"  frozen weight/S(0)^2: {w_frozen/S0**2:.4f}; quantum excess {100*excess:.2f} %")
    print(f"  first-order excess 2*eta*W/(2n+1): {200*eta*W_TO/(2*n+1):.2f} %")
    print(f"  softening, absorb minus emit: {1e4*(rest_abs-rest_emi):.2f}e-4,"
          f" formula {1e4*soft_formula:.2f}e-4")
    print(f"  centroid above merged line {centroid*1e3:.2f} meV")
    print(f"  frozen gap shift {shift*1e6:.2f} micro-eV")

# ---------- many modes: the frozen band edge shifts but stays sharp ----------
rng = np.random.default_rng(7)
n300 = occupation(W_TO, 300.0)
total_coupling = 0.15
print(f"MANY MODES, total coupling {total_coupling:.2f} eV, 300 K")
for N in (10, 90):
    delta = np.linspace(2.0, 3.0, N)
    g = total_coupling / np.sqrt(N)
    x = rng.normal(0.0, np.sqrt(2*n300 + 1), (1500, N))
    H = np.zeros((1500, N + 1, N + 1))
    idx = np.arange(1, N + 1)
    H[:, idx, idx] = delta
    H[:, 0, 1:] = g * x
    H[:, 1:, 0] = g * x
    edge = np.linalg.eigvalsh(H)[:, 0]
    mean_f = -(2*n300 + 1) * np.sum(g**2 / delta)
    std_f = (2*n300 + 1) * np.sqrt(2 * np.sum((g**2 / delta)**2))
    # sampling error is 1 to 3 percent, higher orders about 1 percent
    assert abs(edge.mean() / mean_f - 1) < 0.06
    assert abs(edge.std() / std_f - 1) < 0.12
    print(f"  N={N}: edge shift {edge.mean()*1e3:.2f} meV, spread {edge.std()*1e3:.2f} meV")


# ---------- parabolic bands ----------
def free_pairs(E):
    return max(E, 0.0)**2


def pairs_from_bands(E):
    """Electron and hole densities of states convolved, scaled by 8/pi."""
    if E <= 0:
        return 0.0
    # e = E sin^2(y) removes the square-root end points
    f = quad(lambda y: np.sqrt(E*np.sin(y)**2) * np.sqrt(E*np.cos(y)**2)
             * 2 * E * np.sin(y) * np.cos(y), 0, np.pi/2)[0]
    return 8 / np.pi * f


def coulomb_pairs(E, R):
    """Same density with electron-hole attraction; R = pair binding energy."""
    k = np.arange(1, 3001)
    room = np.maximum(E + R / k**2, 0.0)
    value = np.sum(4 * np.pi * R**1.5 / k**3 * np.sqrt(room))
    if E > 0:
        def integrand(e):
            z = 2 * np.pi * np.sqrt(R / max(e, 1e-18))
            return np.sqrt(max(E - e, 0.0)) * 2*np.pi*np.sqrt(R) / (-np.expm1(-z))
        value += quad(integrand, 0, E, limit=200)[0]
    return 8 / np.pi * value


# strengths in 1/cm per eV^2, chosen round numbers
MODES = ((W_TO, 2500.0), (W_TA, 250.0))


def absorption(E, T, frozen=False, pairs=free_pairs, modes=MODES):
    out = 0.0
    for W, A in modes:
        n = occupation(W, T)
        if frozen:
            out += A * (2*n + 1) * pairs(E)
        else:
            out += A * (n * pairs(E + W) + (n + 1) * pairs(E - W))
    return out


only_TO = ((W_TO, 1.0),)
for T in (300.0, 900.0):
    n = occupation(W_TO, T)
    for E in (0.08, 0.15):
        diff = (absorption(E, T, False, pairs_from_bands, only_TO)
                - absorption(E, T, True, pairs_from_bands, only_TO))
        assert abs(diff - ((2*n + 1) * W_TO**2 - 2 * E * W_TO)) < 1e-9
        assert abs(pairs_from_bands(E) - free_pairs(E)) < 1e-10
cross = brentq(lambda E: absorption(E, 300.0, False, pairs_from_bands, only_TO)
               - absorption(E, 300.0, True, pairs_from_bands, only_TO), 1e-4, W_TO)
cross_formula = W_TO * np.sqrt(n300) / (np.sqrt(2*n300 + 1) - np.sqrt(n300))
assert abs(cross - cross_formula) < 1e-8

print("SILICON-LIKE EXAMPLE, 300 K, rough round parameters")
print(f"gap {gap:.2f} eV = {HC_EV_NM/gap:.1f} nm")
for name, (W, A) in zip(("TO", "TA"), MODES):
    print(f"{name}: W={W*1e3:.0f} meV, A={A:.0f} 1/(cm eV^2), n={occupation(W,300.0):.4f}")
    print(f"  thresholds: absorb {HC_EV_NM/(gap-W):.1f} nm, emit {HC_EV_NM/(gap+W):.1f} nm")
print("wavelength nm | E meV | quantum 1/cm | frozen 1/cm")
for lam in (1160.0, 1120.0, 1100.0, 1064.0, 1000.0):
    E = HC_EV_NM / lam - gap
    print(f"  {lam:.0f} | {E*1e3:.1f} | {absorption(E,300.0):.3f}"
          f" | {absorption(E,300.0,True):.3f}")
print(f"TO only: spectra cross at E = {cross*1e3:.2f} meV")
print("TO only, quantum/frozen ratio at E = 120 meV:")
for T in (100.0, 300.0, 1000.0, 1e5):
    r = absorption(0.12, T, False, free_pairs, only_TO) / absorption(
        0.12, T, True, free_pairs, only_TO)
    n = occupation(W_TO, T)
    assert abs(r - 1 - ((W_TO/0.12)**2 - 2*W_TO/((2*n + 1)*0.12))) < 1e-10
    label = f"{T:.0f} K" if T < 5000 else "formal high-T limit (1e5 K)"
    print(f"  {label}: {r:.4f}")

# ---------- electron-hole attraction: check by a radial Schroedinger equation ----------
h, box, E_test = 0.02, 120.0, 4.0            # lengths in pair radii, energies in R
r = h * np.arange(1, int(box / h))
Er, ur = eigh_tridiagonal(2/h**2 - 2/r, -np.ones(len(r) - 1)/h**2,
                          select='v', select_range=(-2.0, E_test))
slope = ur[0] / np.sqrt(h) / (h * (1 - h))   # u = r(1-r+...) near the origin
box_sum = 8 * np.sum(slope**2 * np.sqrt(E_test - Er))
# free pairs in the same box sum to E^2/8, so box_sum is comparable with E^2
assert abs(box_sum / coulomb_pairs(E_test, 1.0) - 1) < 0.02
assert abs(coulomb_pairs(0.1, 1e-8) / 0.01 - 1) < 5e-3

# ---------- sizes of neglected effects ----------
rydberg = sc.physical_constants["Rydberg constant times hc in eV"][0]
mass_pair, permittivity = 0.15, 11.7
R = rydberg * mass_pair / permittivity**2
E1064 = HC_EV_NM / 1064.0 - gap


def attracted(E):
    return coulomb_pairs(E, R)


q_free, f_free = absorption(E1064, 300.0), absorption(E1064, 300.0, True)
q_coul = absorption(E1064, 300.0, False, attracted)
f_coul = absorption(E1064, 300.0, True, attracted)
print("NEGLECTED EFFECTS (rough inputs)")
print(f"pair mass {mass_pair:.2f} m_e, permittivity {permittivity:.1f}: R={R*1e3:.1f} meV")
print(f"attraction at 1064 nm: quantum x{q_coul/q_free:.2f}, frozen x{f_coul/f_free:.2f}")
print(f"quantum/frozen at 1064 nm: free {q_free/f_free:.3f}, attracted {q_coul/f_coul:.3f}")
thermal_shift = 0.10
print(f"multiphonon mixing: {thermal_shift:.2f} eV shift / {e_m-e_c:.2f} eV"
      f" = {100*thermal_shift/(e_m-e_c):.1f} %")
mobility_cm2, mass_e = 1400.0, 0.26
tau = mobility_cm2 * 1e-4 * mass_e * sc.m_e / sc.e
print(f"mobility {mobility_cm2:.0f} cm2/Vs, mass {mass_e:.2f} m_e: tau={tau*1e12:.3f} ps")
print(f"lifetime broadening hbar/tau = {sc.hbar/tau/sc.e*1e3:.2f} meV")
print(f"1/photon-energy prefactor, 1000 to 1160 nm: {100*(1160/1000-1):.0f} % change")
slope_gap = 0.3e-3
hot = absorption(E1064 + 50 * slope_gap, 350.0)
print(f"350 K, gap slope -{slope_gap*1e3:.1f} meV/K: quantum {hot:.3f} 1/cm at 1064 nm")
print("PASS")
```

It prints:

```
FOUR-LEVEL MODEL, one mode of 60 meV
levels u,v,c,m: -2.90 0.00 1.12 3.40 eV
g1=4.0 meV g2=3.0 meV p1=1.0 p2=0.6 (relative)
S(0)=-1.13370e-03  S(+W)=-1.16800e-03  S(-W)=-1.10129e-03
eta = 0.4899 1/eV
T=300 K: n=0.1089, <x^2>=2n+1=1.2177
  quantum weights/S(0)^2: absorb 0.1028, emit 1.1769
  frozen weight/S(0)^2: 1.2177; quantum excess 5.09 %
  first-order excess 2*eta*W/(2n+1): 4.83 %
  softening, absorb minus emit: 4.32e-4, formula 4.11e-4
  centroid above merged line 49.27 meV
  frozen gap shift -12.32 micro-eV
T=900 K: n=0.8564, <x^2>=2n+1=2.7129
  quantum weights/S(0)^2: absorb 0.8086, emit 1.9697
  frozen weight/S(0)^2: 2.7126; quantum excess 2.42 %
  first-order excess 2*eta*W/(2n+1): 2.17 %
  softening, absorb minus emit: 9.38e-4, formula 9.15e-4
  centroid above merged line 22.12 meV
  frozen gap shift -27.46 micro-eV
MANY MODES, total coupling 0.15 eV, 300 K
  N=10: edge shift -10.98 meV, spread 4.86 meV
  N=90: edge shift -11.06 meV, spread 1.68 meV
SILICON-LIKE EXAMPLE, 300 K, rough round parameters
gap 1.12 eV = 1107.0 nm
TO: W=60 meV, A=2500 1/(cm eV^2), n=0.1089
  thresholds: absorb 1169.7 nm, emit 1050.7 nm
TA: W=20 meV, A=250 1/(cm eV^2), n=0.8564
  thresholds: absorb 1127.1 nm, emit 1087.6 nm
wavelength nm | E meV | quantum 1/cm | frozen 1/cm
  1160 | -51.2 | 0.021 | 0.000
  1120 | -13.0 | 0.612 | 0.000
  1100 | 7.1 | 1.384 | 0.189
  1064 | 45.3 | 4.224 | 7.627
  1000 | 119.8 | 27.544 | 53.464
TO only: spectra cross at E = 25.59 meV
TO only, quantum/frozen ratio at E = 120 meV:
  100 K: 0.2519
  300 K: 0.4288
  1000 K: 0.9153
  formal high-T limit (1e5 K): 1.2465
NEGLECTED EFFECTS (rough inputs)
pair mass 0.15 m_e, permittivity 11.7: R=14.9 meV
attraction at 1064 nm: quantum x9.19, frozen x14.39
quantum/frozen at 1064 nm: free 0.554, attracted 0.354
multiphonon mixing: 0.10 eV shift / 2.28 eV = 4.4 %
mobility 1400 cm2/Vs, mass 0.26 m_e: tau=0.207 ps
lifetime broadening hbar/tau = 3.18 meV
1/photon-energy prefactor, 1000 to 1160 nm: 16 % change
350 K, gap slope -0.3 meV/K: quantum 8.278 1/cm at 1064 nm
PASS
```
